# Strained islands: does a square or a triangular array cost less?: a numerical check

```python
"""
Result under test: equal islands on an isotropic elastic half-space, modelled as
isotropic tangential force dipoles P, repel as W = K/d^3 with
K = (1 - nu^2) P^2 / (pi E).  At equal density n the interaction energy per island
is (K/2) n^(3/2) S, with S the sum of 1/r^3 over the unit-density lattice, and the
triangular array lies about 1.6 percent below the square array.
Symbols: E Young modulus, nu Poisson ratio, d distance, M biaxial modulus of the
island, eps misfit, V island volume, P = M eps V.
Gamma is the surface compliance: a longitudinal surface force wave of amplitude F
and wavenumber k gives the displacement amplitude Gamma F / k.
Also sized: finite island width, stress relief, neighbour strain, cubic anisotropy.
"""
import numpy as np
from scipy import constants as const
from scipy.special import erfc, jv

young, poisson = 160e9, 0.22
gamma_iso = 2 * (1 - poisson**2) / young


# ---------- pair law: explicit force pairs and the point-force surface solution
def surface_green(x):
    r = np.hypot(*x)
    return (1 + poisson) / (np.pi * young) * (
        (1 - poisson) * np.eye(2) / r + poisson * np.outer(x, x) / r**3)


def force_pairs(centre, arm):
    loads = []
    for axis in np.eye(2):
        for sign in (1, -1):
            loads.append((centre + sign * arm / 2 * axis, sign * axis / arm))
    return loads


def pair_energy_explicit(separation, arm):
    first = force_pairs(np.zeros(2), arm)
    second = force_pairs(separation, arm)
    return -sum(f1 @ surface_green(x1 - x2) @ f2
                for x1, f1 in first for x2, f2 in second)


pair_ratios = []
for distance, angle in ((1.0, 0.3), (2.0, 1.1)):
    vector = distance * np.array([np.cos(angle), np.sin(angle)])
    explicit = pair_energy_explicit(vector, 0.01 * distance)
    formula = (1 - poisson**2) / (np.pi * young * distance**3)
    pair_ratios.append(explicit / formula)
    # the finite arm leaves an error of order (arm/distance)^2
    assert abs(explicit / formula - 1) < 5e-3


# ---------- lattice sums: fast series against direct summation
def lattice(kind, radius):
    count = int(1.5 * radius) + 3
    i, j = np.meshgrid(np.arange(-count, count + 1), np.arange(-count, count + 1))
    if kind == "square":
        x, y = i.astype(float), j.astype(float)
    else:
        a = np.sqrt(2 / np.sqrt(3))
        x, y = a * (i + 0.5 * j), a * np.sqrt(3) / 2 * j
    r2 = x**2 + y**2
    keep = (r2 > 1e-9) & (r2 < radius**2)
    return np.sqrt(r2[keep]), np.arctan2(y[keep], x[keep])


def phi(q):
    a = np.pi * q
    root = np.sqrt(a)
    upper = np.exp(-a) / a + np.sqrt(np.pi) * erfc(root) / (2 * a * root)
    dual = 2 * np.exp(-a) - 2 * np.sqrt(np.pi) * root * erfc(root)
    return upper + dual


kinds = ("square", "triangular")
harmonics = (4, 6, 8, 12, 16, 18)
cutoff = 600.0
S3, S5, S_direct, shells, S_ang = {}, {}, {}, {}, {}
for kind in kinds:
    r_near, _ = lattice(kind, 4.0)
    S3[kind] = 2 * np.pi * (4 / 3 + np.sum(phi(r_near**2)))
    q_values, numbers = np.unique(np.round(r_near**2, 9), return_counts=True)
    shells[kind] = list(zip(q_values[:3], numbers[:3]))
    r, theta = lattice(kind, cutoff)
    S_direct[kind] = np.sum(r**-3) + 2 * np.pi / cutoff
    S5[kind] = np.sum(r**-5)
    S_ang[kind] = {m: np.sum(np.cos(m * theta) / r**3) for m in harmonics}
    # the rough edge of the summation disc limits the direct sum
    assert abs(S_direct[kind] - S3[kind]) < 1e-5
lowering = 1 - S3["triangular"] / S3["square"]
lowering_direct = 1 - S_direct["triangular"] / S_direct["square"]
assert 0.0155 < lowering_direct < 0.0165
assert abs(lowering - lowering_direct) < 3e-6
near_square = 4.0
near_tri = 6 * shells["triangular"][0][0]**-1.5
assert near_tri > near_square    # nearest neighbours alone mislead


# ---------- surface compliance of an anisotropic half-space
def cubic_tensor(c11, c12, c44):
    e = np.eye(3)
    c = c12 * np.einsum("ij,kl->ijkl", e, e)
    c = c + c44 * (np.einsum("ik,jl->ijkl", e, e) + np.einsum("il,jk->ijkl", e, e))
    for axis in range(3):
        c[axis, axis, axis, axis] += c11 - c12 - 2 * c44
    return c


def compliance(c, along, normal):
    Q = np.einsum("ijkl,j,l->ik", c, along, along)
    R = np.einsum("ijkl,j,l->ik", c, along, normal)
    T = np.einsum("ijkl,j,l->ik", c, normal, normal)
    Ti = np.linalg.inv(T)
    companion = np.block([[np.zeros((3, 3)), np.eye(3)], [-Ti @ Q, -Ti @ (R + R.T)]])
    p, vectors = np.linalg.eig(companion)
    decaying = p.imag < 0
    assert decaying.sum() == 3
    A, p = vectors[:3, decaying], p[decaying]
    traction = 1j * (R.T @ A + (T @ A) * p)
    return (along @ A @ np.linalg.inv(traction) @ along).real


# stiffness in GPa; a tiny anisotropy avoids coinciding eigenvectors
shear = young / 1e9 / (2 * (1 + poisson))
lame = 2 * shear * poisson / (1 - 2 * poisson)
near_iso = cubic_tensor(lame + 2 * shear, lame, shear * 1.0002)
ez = np.array([0.0, 0.0, 1.0])
gamma_solver = compliance(near_iso, np.array([np.cos(0.3), np.sin(0.3), 0]), ez)
assert abs(gamma_solver / (gamma_iso * 1e9) - 1) < 1e-3

c11, c12, c44 = 166.0, 64.0, 80.0    # rough silicon values, GPa
silicon = cubic_tensor(c11, c12, c44)


def orthotropic_compliance(cxx):
    det = cxx * c11 - c12**2
    sxx, szz, sxz = c11 / det, cxx / det, -c12 / det
    return np.sqrt(sxx * (2 * np.sqrt(sxx * szz) + 2 * sxz + 1 / c44))


gamma_100 = compliance(silicon, np.array([1.0, 0, 0]), ez)
gamma_110 = compliance(silicon, np.array([1.0, 1.0, 0]) / np.sqrt(2), ez)
assert abs(gamma_100 / orthotropic_compliance(c11) - 1) < 1e-6
assert abs(gamma_110 / orthotropic_compliance((c11 + c12) / 2 + c44) - 1) < 1e-6

# harmonic multipliers: integral of k^2 J_m(k), with a weak Gaussian cutoff
k = np.arange(0, 800, 0.01)
for m in (0, 4, 6, 8):
    integral = np.sum(k**2 * jv(m, k) * np.exp(-5e-5 * k**2)) * 0.01
    # the cutoff itself shifts the integral by up to about 0.3 percent
    assert abs(integral / (m**2 - 1) - 1) < 5e-3


def anisotropic_repulsion(ex, ey, normal):
    angles = 2 * np.pi * np.arange(72) / 72
    g = np.array([compliance(silicon, np.cos(t) * ex + np.sin(t) * ey, normal)
                  for t in angles])
    mean = g.mean()
    coefficient = {}
    for m in harmonics:
        amplitude = 2 * np.mean(g * np.cos(m * angles))
        coefficient[m] = -(1j**m).real * (m**2 - 1) * amplitude / mean
    return mean, coefficient


def best_sum(kind, coefficient):
    turns = np.radians(np.arange(0, 91))
    total = S3[kind] + sum(coefficient[m] * S_ang[kind][m] * np.cos(m * turns)
                           for m in harmonics)
    index = int(np.argmin(total))
    return total[index], np.degrees(turns[index])


mean001, coef001 = anisotropic_repulsion(np.array([1.0, 0, 0]),
                                         np.array([0, 1.0, 0]), ez)
mean111, coef111 = anisotropic_repulsion(np.array([1.0, -1, 0]) / np.sqrt(2),
                                         np.array([1.0, 1, -2]) / np.sqrt(6),
                                         np.ones(3) / np.sqrt(3))
best001 = {kind: best_sum(kind, coef001) for kind in kinds}
best111 = {kind: best_sum(kind, coef111) for kind in kinds}
assert best001["square"][0] < best001["triangular"][0]
assert best111["triangular"][0] < best111["square"][0]
critical_c4 = (S3["square"] - S3["triangular"]) / abs(S_ang["square"][4])

# ---------- finite-size factor: quadrature over two cones of unit width
grid = (np.arange(40) + 0.5) / 40 - 0.5
gx, gy = np.meshgrid(grid, grid)
height = np.maximum(0, 1 - 2 * np.hypot(gx, gy))
inside = height > 0
px, py, weight = gx[inside], gy[inside], height[inside] / height[inside].sum()
far = 10.0
dx = far + px[:, None] - px[None, :]
dy = py[:, None] - py[None, :]
average = weight @ ((dx**2 + dy**2)**-1.5) @ weight * far**3
mean_square_unit = 0.3 * 0.5**2
# the next order and the grid each contribute about one percent or less
assert abs((average - 1) / (4.5 * mean_square_unit / far**2) - 1) < 0.02

# ---------- worked example
nm, eV = 1e-9, const.e
width, peak = 70 * nm, 7 * nm
biaxial, misfit = 170e9, 0.02
density, temperature = 2.5e9 * 1e4, 900.0
volume = np.pi * (width / 2)**2 * peak / 3
dipole = biaxial * misfit * volume
K = (1 - poisson**2) * dipole**2 / (np.pi * young)
spacing_sq = density**-0.5
spacing_tri = np.sqrt(2 / np.sqrt(3)) * spacing_sq
energy = {kind: K / 2 * density**1.5 * S3[kind] for kind in kinds}
difference = energy["square"] - energy["triangular"]
thermal = const.k * temperature
mean_square = mean_square_unit * width**2
size_term = 4.5 * mean_square * density
corrected = {kind: K / 2 * density**1.5 * (S3[kind] + size_term * S5[kind])
             for kind in kinds}
corrected_difference = corrected["square"] - corrected["triangular"]
corrected_lowering = corrected_difference / corrected["square"]
neighbour_change = 2 * energy["square"] / (2 * dipole * misfit)


# first-order stress relief: integral of |k| |h(k)|^2 over wavevectors
def roughness_integral(profile, box):
    n = profile.shape[0]
    step = box / n
    wave = 2 * np.pi * np.fft.fftfreq(n, step)
    kk = np.hypot(wave[:, None], wave[None, :])
    return np.sum(kk * np.abs(np.fft.fft2(profile) * step**2)**2) / box**2


box, points = 560 * nm, 512
axis = (np.arange(points) - points / 2) * box / points
radius = np.hypot(axis[:, None], axis[None, :])
spread = 16 * nm
gauss = roughness_integral(np.exp(-radius**2 / (2 * spread**2)), box)
# periodic images shift the value by less than 0.1 percent
assert abs(gauss / (np.pi**1.5 * spread / 2) - 1) < 2e-3
cone = peak * np.maximum(0, 1 - 2 * radius / width)
relief = 0.5 * biaxial * gamma_iso * roughness_integral(cone, box) / volume

print("LATTICE SUMS (unit density, dimensionless)")
for kind in kinds:
    for q, number in shells[kind]:
        print(f"{kind}: r^2 = {q:.5f}, points {number}, phi = {phi(q):.4e}")
    print(f"{kind}: S series {S3[kind]:.6f}, direct {S_direct[kind]:.6f}")
print(f"triangular lower by {100 * lowering:.3f} percent")
print(f"nearest shell only: square {near_square:.4f}, triangular {near_tri:.4f}")
print(f"explicit/formula pair energy: {pair_ratios[0]:.5f}, {pair_ratios[1]:.5f}")
print("EXAMPLE (rough round inputs)")
print(f"E = {young/1e9:.0f} GPa, nu = {poisson}, M = {biaxial/1e9:.0f} GPa")
print(f"misfit = {100*misfit:.1f} percent, T = {temperature:.0f} K")
print(f"cone width = {width/nm:.0f} nm, height = {peak/nm:.0f} nm")
print(f"density = {density/1e4:.2e} cm^-2")
print(f"volume = {volume/nm**3:.1f} nm^3")
print(f"dipole P = {dipole/eV/1e3:.2f} keV")
print(f"K = {K/eV/nm**3:.4e} eV nm^3")
print(f"spacing: square {spacing_sq/nm:.2f}, triangular {spacing_tri/nm:.2f} nm")
print(f"pair energy at square spacing = {K/spacing_sq**3/eV:.4f} eV")
print(f"pair energy at triangular spacing = {K/spacing_tri**3/eV:.4f} eV")
for kind in kinds:
    print(f"energy per island, {kind} = {energy[kind]/eV:.4f} eV")
print(f"difference per island = {difference/eV*1e3:.2f} meV")
print(f"kT = {thermal/eV*1e3:.2f} meV, difference/kT = {difference/thermal:.3f}")
print("NEGLECTED EFFECTS")
print(f"mean square island radius = {mean_square/nm**2:.1f} nm^2")
print(f"pair factor minus 1 at square spacing = {100*size_term:.2f} percent")
print(f"S5: square {S5['square']:.4f}, triangular {S5['triangular']:.4f}")
print(f"size-corrected difference = {corrected_difference/eV*1e3:.2f} meV")
print(f"size-corrected lowering = {100*corrected_lowering:.3f} percent")
print(f"first-order stress relief in island = {100*relief:.1f} percent")
print(f"dipole change by neighbours = {100*neighbour_change:.3f} percent")
print(f"silicon c11, c12, c44 = {c11:.0f}, {c12:.0f}, {c44:.0f} GPa (rough)")
print(f"Gamma isotropic = {gamma_iso*1e12:.3f} TPa^-1")
print(f"Gamma (001): [100] {gamma_100*1e3:.3f}, [110] {gamma_110*1e3:.3f} TPa^-1")
print(f"Gamma mean: (001) {mean001*1e3:.3f}, (111) {mean111*1e3:.3f} TPa^-1")
print(f"relative repulsion harmonics (001): c4 {coef001[4]:.4f}, c8 {coef001[8]:.4f}")
print(f"relative repulsion harmonics (111): c6 {coef111[6]:.4f}, c12 {coef111[12]:.4f}")
print(f"square-lattice fourfold sum = {S_ang['square'][4]:.4f}")
print(f"|c4| that cancels the triangular advantage = {critical_c4:.4f}")
print(f"same as compliance harmonic Gamma4/Gamma0 = {100*critical_c4/15:.3f} percent")
for name, best in (("(001)", best001), ("(111)", best111)):
    for kind in kinds:
        print(f"{name} {kind}: best sum {best[kind][0]:.4f} at {best[kind][1]:.0f} deg")
    change = 100 * (best["triangular"][0] / best["square"][0] - 1)
    print(f"{name} triangular relative to square: {change:+.2f} percent")
print("success")
```

Printed output:

```
LATTICE SUMS (unit density, dimensionless)
square: r^2 = 1.00000, points 4, phi = 2.5538e-02
square: r^2 = 2.00000, points 4, phi = 5.6431e-04
square: r^2 = 4.00000, points 4, phi = 5.3777e-07
square: S series 9.033622, direct 9.033621
triangular: r^2 = 1.15470, points 6, phi = 1.3662e-02
triangular: r^2 = 3.46410, points 6, phi = 3.3312e-06
triangular: r^2 = 4.61880, points 6, phi = 6.6887e-08
triangular: S series 8.892745, direct 8.892745
triangular lower by 1.559 percent
nearest shell only: square 4.0000, triangular 4.8356
explicit/formula pair energy: 1.00014, 0.99999
EXAMPLE (rough round inputs)
E = 160 GPa, nu = 0.22, M = 170 GPa
misfit = 2.0 percent, T = 900 K
cone width = 70 nm, height = 7 nm
density = 2.50e+09 cm^-2
volume = 8979.7 nm^3
dipole P = 190.56 keV
K = 1.1014e+07 eV nm^3
spacing: square 200.00, triangular 214.91 nm
pair energy at square spacing = 1.3768 eV
pair energy at triangular spacing = 1.1096 eV
energy per island, square = 6.2187 eV
energy per island, triangular = 6.1217 eV
difference per island = 96.98 meV
kT = 77.56 meV, difference/kT = 1.250
NEGLECTED EFFECTS
mean square island radius = 367.5 nm^2
pair factor minus 1 at square spacing = 4.13 percent
S5: square 5.0903, triangular 4.7195
size-corrected difference = 107.53 meV
size-corrected lowering = 1.690 percent
first-order stress relief in island = 21.4 percent
dipole change by neighbours = 0.163 percent
silicon c11, c12, c44 = 166, 64, 80 GPa (rough)
Gamma isotropic = 11.895 TPa^-1
Gamma (001): [100] 12.247, [110] 11.024 TPa^-1
Gamma mean: (001) 11.646, (111) 11.638 TPa^-1
relative repulsion harmonics (001): c4 -0.7867, c8 0.0562
relative repulsion harmonics (111): c6 -0.0054, c12 0.0009
square-lattice fourfold sum = 2.8648
|c4| that cancels the triangular advantage = 0.0492
same as compliance harmonic Gamma4/Gamma0 = 0.328 percent
(001) square: best sum 7.0680 at 0 deg
(001) triangular: best sum 8.8540 at 60 deg
(001) triangular relative to square: +25.27 percent
(111) square: best sum 9.0305 at 45 deg
(111) triangular: best sum 8.8746 at 0 deg
(111) triangular relative to square: -1.73 percent
success
```
